# Plane-Wave Convergence and the Δ Minimum of an Empirical Silicon Pseudopotential: test program

```python
"""Empirical pseudopotential bands of silicon and the Delta conduction minimum.

Result under test: with local form factors -0.21, 0.04, 0.08 Ry the lowest
conduction band has its minimum on Gamma-X near 0.85 X, the valence top is at
Gamma, and k.p sums give the masses there and explain why X is not the minimum.
Symbols: wavevectors k and G in units of 2 pi/a; T0 = (hbar^2/2m)(2 pi/a)^2;
atoms at +-tau, tau = a(1,1,1)/8; energies in eV; masses in electron masses.
A cutoff C keeps all reciprocal vectors with |G|^2 <= C, the same set at all k.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

RYDBERG = sc.physical_constants["Rydberg constant times hc in eV"][0]
HARTREE = 2 * RYDBERG
A = 5.43                                   # lattice constant, angstrom
FORM_RY = {3: -0.21, 8: 0.04, 11: 0.08}    # form factors, Ry
T0 = (sc.hbar * 2 * np.pi / (A * 1e-10))**2 / (2 * sc.m_e) / sc.e
C_REF = 72

# Reciprocal vectors: all-even or all-odd integers, sorted by length, so that
# each smaller basis is a leading block of the largest one.
r = range(-9, 10)
G = np.array([(h, k, l) for h in r for k in r for l in r
              if h % 2 == k % 2 == l % 2 and h*h + k*k + l*l <= C_REF])
G = G[np.argsort((G**2).sum(1), kind="stable")]
G2 = (G**2).sum(1)
difference = G[:, None, :] - G[None, :, :]
difference2 = (difference**2).sum(2)
structure = np.cos(np.pi / 4 * difference.sum(2))
SHELL = {s: np.where(difference2 == s, structure, 0.0) for s in FORM_RY}
V_REF = sum(FORM_RY[s] * RYDBERG * SHELL[s] for s in FORM_RY)


def size(cutoff):
    return int((G2 <= cutoff).sum())


def potential(cutoff):
    n = size(cutoff)
    return V_REF[:n, :n]


def hamiltonian(k, V):
    H = V.copy()
    n = len(V)
    H[np.arange(n), np.arange(n)] += T0 * ((G[:n] + np.asarray(k))**2).sum(1)
    return H


def levels(k, V, first=3, last=5):
    """Energies of bands first..last, counted from 0; bands 0-3 are valence."""
    return eigh(hamiltonian(k, V), eigvals_only=True,
                subset_by_index=[first, last])


def conduction(x, V):
    return levels((x, 0, 0), V, 4, 4)[0]


def find_minimum(V):
    """Scan the outer half of Gamma-X, then refine around the lowest point."""
    grid = np.arange(10, 21) / 20
    x = grid[np.argmin([conduction(t, V) for t in grid])]
    res = minimize_scalar(conduction, args=(V,), method="bounded",
                          bounds=(x - 0.05, min(x + 0.05, 1.0)),
                          options={"xatol": 1e-6})
    return res.x, res.fun


print(f"lattice constant = {A:.2f} angstrom; 2 pi/a = {2*np.pi/A:.4f} 1/angstrom")
print(f"kinetic unit T0 = {T0:.4f} eV")
for s, v in FORM_RY.items():
    print(f"form factor |G|^2={s}: {v:.2f} Ry = {v*RYDBERG:.4f} eV")

# ---- convergence with the fixed basis ----
print("cutoff C, plane waves, C*T0 (eV), gap (eV), k_min/X, X splitting (meV)")
table = []
for C in (16, 20, 27, 36, 56, C_REF):
    V = potential(C)
    top = levels((0, 0, 0), V, 3, 3)[0]
    x_min, e_min = find_minimum(V)
    pair = levels((1, 0, 0), V, 4, 5)
    table.append((e_min - top, x_min, pair[1] - pair[0],
                  levels((0.85, 0, 0), V, 0, 5)))
    print(f"  {C:3d} {len(V):4d} {C*T0:7.1f} {e_min-top:9.5f} {x_min:8.5f}"
          f" {1e3*(pair[1]-pair[0]):10.4f}")
for small, large in zip(table, table[1:]):
    assert np.all(large[3] <= small[3] + 1e-9)      # nested variational bases
assert abs(table[-1][0] - table[-2][0]) < 1e-3
assert abs(table[-1][1] - table[-2][1]) < 1e-3
assert table[-1][2] < 1e-3                          # doublet at X restored
gap, k_search = table[-1][:2]
e_top, e_c = top, e_min
at_U = levels((1, 0.25, 0.25), V_REF, 0, 4)
at_K = levels((0.75, 0.75, 0), V_REF, 0, 4)
assert np.max(np.abs(at_U - at_K)) < 1e-3           # equivalent wavevectors
print(f"largest U-K difference, bands 1-5 = {1e3*np.max(np.abs(at_U-at_K)):.5f} meV")

# ---- minimum from the zero of the Hellmann-Feynman slope ----
def slope(x):
    _, c = eigh(hamiltonian((x, 0, 0), V_REF), subset_by_index=[4, 4])
    return 2 * T0 * np.sum(c[:, 0]**2 * (x + G[:, 0]))


k_min = brentq(slope, k_search - 0.05, k_search + 0.05, xtol=1e-9)
assert abs(k_min - k_search) < 1e-4
assert 0.80 < k_min < 0.90
E, C_vec = eigh(hamiltonian((k_min, 0, 0), V_REF))
psi = C_vec[:, 4]

# ---- wave equation at random points, potential summed from the two atoms ----
rng = np.random.default_rng(1)
points = rng.random((40, 3))                        # positions in units of a
form_G = np.array([FORM_RY.get(int(s), 0.0) * RYDBERG for s in G2])


def wave(s):
    return np.exp(2j * np.pi * (s @ (G + np.array([k_min, 0, 0])).T)) @ psi


def atom(s):
    return 0.5 * np.cos(2 * np.pi * (s @ G.T)) @ form_G


step = 0.002
laplacian = 0
for axis in np.eye(3):
    d = step * axis
    laplacian = laplacian + (-wave(points + 2*d) + 16*wave(points + d)
                             - 30*wave(points) + 16*wave(points - d)
                             - wave(points - 2*d)) / (12 * step**2)
v_real = atom(points - 0.125) + atom(points + 0.125)
residual = (-T0 / (2*np.pi)**2 * laplacian + (v_real - E[4]) * wave(points))
rms = np.sqrt(np.mean(np.abs(residual)**2))
assert rms < 0.05          # limited by the plane waves left out of the basis
print(f"rms residual of wave equation at 40 points = {rms:.2e} eV")

# ---- truncation error estimated by second-order partitioning ----
H_full = hamiltonian((k_min, 0, 0), V_REF)
print("cutoff C: estimated and actual truncation shift at k_min (meV)")
for C in (20, 27, 36):
    n = size(C)
    e_n, c_n = eigh(H_full[:n, :n], subset_by_index=[4, 4])
    leak = H_full[n:, :n] @ c_n[:, 0]
    estimate = np.sum(leak**2 / (e_n[0] - np.diag(H_full)[n:]))
    actual = E[4] - e_n[0]
    assert abs(actual - estimate) < 0.5 * abs(actual)
    print(f"  {C:3d} {1e3*estimate:10.4f} {1e3*actual:10.4f}")

# ---- a sphere |k+G|^2 <= C that moves with k makes the band jump ----
xs = np.arange(0.70, 0.92, 0.002)
moving = []
for x in xs:
    keep = np.flatnonzero(((G + np.array([x, 0, 0]))**2).sum(1) <= 20)
    moving.append(eigh(H_full[np.ix_(keep, keep)]
                       + np.diag(T0 * (((G[keep] + np.array([x, 0, 0]))**2).sum(1)
                                       - ((G[keep] + np.array([k_min, 0, 0]))**2).sum(1))),
                       eigvals_only=True, subset_by_index=[4, 4])[0])
fixed = [conduction(x, potential(20)) for x in xs]
kink_moving = np.max(np.abs(np.diff(moving, 2)))
kink_fixed = np.max(np.abs(np.diff(fixed, 2)))
assert kink_moving > 3 * kink_fixed
print(f"C=20, k step 0.002, largest second difference: moving sphere "
      f"{1e3*kink_moving:.4f} meV, fixed set {1e3*kink_fixed:.4f} meV")

# ---- mesh over the irreducible wedge ----
mesh = [(i, j, l) for i in range(21) for j in range(i + 1)
        for l in range(j + 1) if i + j + l <= 30]
V20 = potential(20)
mesh_E = np.array([levels(np.array(m) / 20, V20, 3, 4) for m in mesh])
lowest = mesh[int(np.argmin(mesh_E[:, 1]))]
highest = mesh[int(np.argmax(mesh_E[:, 0]))]
assert highest == (0, 0, 0)
assert lowest[1] == lowest[2] == 0 and abs(lowest[0] / 20 - k_min) <= 0.05
print(f"wedge mesh: {len(mesh)} points, conduction minimum at "
      f"({lowest[0]/20:.2f}, {lowest[1]/20:.2f}, {lowest[2]/20:.2f}) 2 pi/a")

# ---- main results and energies at symmetry points ----
print(f"k_min = {k_min:.5f} of Gamma-X = {k_min*2*np.pi/A:.4f} 1/angstrom")
print(f"indirect gap = {gap:.4f} eV = {gap/HARTREE:.5f} hartree")
for name, k in (("Gamma", (0, 0, 0)), ("X", (1, 0, 0)), ("L", (.5, .5, .5))):
    e = levels(k, V_REF, 0, 7) - e_top
    print(f"{name} bands 1-8 (eV): " + " ".join(f"{t:.3f}" for t in e))
    assert e[4] > gap

# ---- effective masses: k.p sum against finite differences ----
others = np.arange(len(E)) != 4
h = 0.002
for name, axis in (("longitudinal", 0), ("transverse", 1)):
    direction = np.eye(3)[axis]
    k0 = np.array([k_min, 0, 0])
    p = C_vec.T @ ((G + k0)[:, axis] * psi)
    inverse = 1 + 4 * T0 * np.sum(p[others]**2 / (E[4] - E[others]))
    plus = levels(k0 + h * direction, V_REF, 4, 4)[0]
    minus = levels(k0 - h * direction, V_REF, 4, 4)[0]
    numeric = (plus + minus - 2 * E[4]) / h**2 / (2 * T0)
    assert inverse > 0 and abs(inverse / numeric - 1) < 2e-3
    print(f"{name} mass: k.p sum {1/inverse:.4f}, "
          f"finite difference {1/numeric:.4f} m_e")

# ---- two bands meeting at X with opposite slopes ----
E_X, C_X = eigh(hamiltonian((1, 0, 0), V_REF))
p_all = C_X.T @ ((G[:, 0] + 1)[:, None] * C_X[:, 4:6])
p_pair, rotation = np.linalg.eigh(p_all[4:6])
assert abs(p_pair.sum()) < 1e-3 and p_pair[1] > 0.01
P = p_pair[1]
coupling = p_all @ rotation[:, 1]
outside = np.ones(len(E_X), bool)
outside[4:6] = False
e_pair = E_X[4:6].mean()
W = 1 + 4 * T0 * np.sum(coupling[outside]**2 / (e_pair - E_X[outside]))
q0, depth = P / W, T0 * P**2 / W
assert W > 0 and abs((1 - q0) - k_min) < 0.05
print(f"X doublet: P = {P:.5f} (2 pi/a), W = {W:.5f}")
print(f"two-band model: k_min = {1-q0:.4f} X, depth below X = {1e3*depth:.2f} meV")
print(f"full band: depth below X = {1e3*(e_pair-E[4]):.2f} meV")

# ---- sensitivity of the gap to the form factors ----
V36 = potential(36)
n = len(V36)
x36, _ = find_minimum(V36)
c = eigh(hamiltonian((x36, 0, 0), V36), subset_by_index=[4, 4])[1][:, 0]
v = eigh(hamiltonian((0, 0, 0), V36), subset_by_index=[3, 3])[1][:, 0]


def full_gap(V):
    return find_minimum(V)[1] - levels((0, 0, 0), V, 3, 3)[0]


dv = 0.001 * RYDBERG
print("gap change for +0.005 Ry in one form factor (meV), C=36:")
for s in FORM_RY:
    M = SHELL[s][:n, :n]
    derivative = c @ M @ c - v @ M @ v
    resolved = (full_gap(V36 + dv * M) - full_gap(V36 - dv * M)) / (2 * dv)
    assert abs(derivative - resolved) < 1e-2
    print(f"  |G|^2={s}: {1e3*derivative*0.005*RYDBERG:.2f}"
          f" (re-solved slope gives {1e3*resolved*0.005*RYDBERG:.2f})")

print("all good")
```

Output:

```
lattice constant = 5.43 angstrom; 2 pi/a = 1.1571 1/angstrom
kinetic unit T0 = 5.1013 eV
form factor |G|^2=3: -0.21 Ry = -2.8572 eV
form factor |G|^2=8: 0.04 Ry = 0.5442 eV
form factor |G|^2=11: 0.08 Ry = 1.0885 eV
cutoff C, plane waves, C*T0 (eV), gap (eV), k_min/X, X splitting (meV)
   16   65    81.6   0.73784  0.85326    42.4342
   20  113   102.0   0.82359  0.85268     4.1994
   27  169   137.7   0.81985  0.85365     0.8718
   36  259   183.6   0.82031  0.85366     0.0182
   56  459   285.7   0.82023  0.85367     0.0006
   72  645   367.3   0.82024  0.85367     0.0001
largest U-K difference, bands 1-5 = 0.00022 meV
rms residual of wave equation at 40 points = 4.35e-03 eV
cutoff C: estimated and actual truncation shift at k_min (meV)
   20   -27.9043   -28.3721
   27    -0.3314    -0.3359
   36    -0.1774    -0.1798
C=20, k step 0.002, largest second difference: moving sphere 2.2917 meV, fixed set 0.0485 meV
wedge mesh: 916 points, conduction minimum at (0.85, 0.00, 0.00) 2 pi/a
k_min = 0.85367 of Gamma-X = 0.9878 1/angstrom
indirect gap = 0.8202 eV = 0.03014 hartree
Gamma bands 1-8 (eV): -12.613 -0.000 -0.000 0.000 3.424 3.424 3.424 3.889
X bands 1-8 (eV): -8.333 -8.333 -3.006 -3.006 0.949 0.949 12.124 12.124
L bands 1-8 (eV): -10.235 -7.366 -1.253 -1.253 1.876 3.982 3.982 7.975
longitudinal mass: k.p sum 0.8733, finite difference 0.8733 m_e
transverse mass: k.p sum 0.1844, finite difference 0.1844 m_e
X doublet: P = 0.17425 (2 pi/a), W = 1.23583
two-band model: k_min = 0.8590 X, depth below X = 125.33 meV
full band: depth below X = 128.42 meV
gap change for +0.005 Ry in one form factor (meV), C=36:
  |G|^2=3: -117.33 (re-solved slope gives -117.33)
  |G|^2=8: 44.87 (re-solved slope gives 44.87)
  |G|^2=11: 131.78 (re-solved slope gives 131.78)
all good
```
